Random deposition with surface relaxation: recovering Edwards-Wilkinson growth in one dimension

**Columns that ignore each other**

Drop N particles on a ring of L columns, choosing the column at random each time, and let each particle stay where it lands. Heights and lateral distances are counted in cells, and time t = N/L in deposited layers. The height h_i of one column is a binomial count with success probability 1/L, so its mean is N/L = t and its variance is N(1/L)(1 − 1/L). The mean height of the ring is t as well, because N is fixed. The squared width, meaning the variance of height along the ring averaged over independent runs, is therefore

w² = t(1 − 1/L).

The width grows as t^(1/2) and never stops growing. For L = 64 and t = 64 the formula gives 63.00 cells², and the simulated value is 62.78. Between t = 16 and t = 64 the simulated exponent of w is 0.498.

As a film model this fails for a visible reason: a deep column has no better chance of being filled than a high one. After 256 layers on 512 columns the width would be √255.5 ≈ 16 cells, or 4 nm for cells of 0.25 nm. The remedy studied here lets a particle respond to its neighbourhood, without adding or losing material.

**The relaxation rule and the order of updates**

A simple rule of this kind lets an arriving particle compare its column with the two neighbours. One step of the algorithm is:

1. Choose a column i at random, with periodic neighbours i − 1 and i + 1.
2. If neither neighbour is lower than column i, add the particle to column i.
3. Otherwise add it to the lower neighbour. If the neighbours are equally high, toss a fair coin.
4. After L particles, advance t by one layer.

The coin matters. A fixed preference for the left would break mirror symmetry, and the argument below uses that symmetry.

It is tempting to drop a whole layer at once, using the old heights for every decision. That changes the model. Take neighbouring heights 1, 0, 1, with high columns outside them, and one particle aimed at each of the three. With old heights, all three enter the hole and make a tower of height 3. In sequence, the first fills the hole to height 1, and the later ones find no lower neighbour and stay where they land. The sequential order must therefore be kept within a ring. Speed comes from updating many independent rings side by side, one particle per ring per step.

The rule can be checked without any theory of growth. On four columns, every history of 12 particles can be enumerated with its probability. This gives w² = 0.1276 cells², against 0.1282 ± 0.0011 from simulation. Here and below, ± denotes one standard error, computed from the scatter between rings. Columns of the same ring are correlated and do not count as independent samples.

**What the rule does on large scales**

Let J be the net number of particles carried to the right across a bond between columns, per layer time. Each column receives one particle per layer on average, and relaxation merely moves particles, so in the continuum

∂h/∂t = 1 − ∂J/∂x + noise.

On a uniformly tilted surface J does not vary with x, so the mean growth rate is one cell per layer at any tilt. This excludes a growth term proportional to (∂h/∂x)², which would make the rate depend on tilt.

Mirror symmetry makes J an odd function of the mean tilt m. For small tilt, J = −νm, with ν > 0 if the current runs downhill. The local rule shows where ν comes from. Define the height steps beside column i as

s_l = h_i − h_(i−1),  s_r = h_(i+1) − h_i.

The right neighbour is lower if s_r < 0, and the left one is lower if s_l > 0. If at most one of these holds, the particle's displacement is +1 for the first, −1 for the second, and 0 for neither. If both hold, column i is a peak. The two contributions then cancel, and the true displacement is decided by h_(i+1) − h_(i−1) = s_l + s_r: a positive sum means that the left side is lower, so the displacement is −sgn(s_l + s_r). Averaging over columns,

J = P(s < 0) − P(s > 0) − K,  K = ⟨sgn(s_l + s_r) on peaks⟩,

where K counts zero for columns that are not peaks.

Suppose first that no step exceeds one cell. A peak then has s_l = 1 and s_r = −1, so K = 0. Also P(s > 0) − P(s < 0) is the mean step m. Hence J = −m and ν = 1. For larger steps, the mean step contains an extra part,

m = P(s > 0) − P(s < 0) + E,  E = ⟨sgn(s)(|s| − 1) for |s| ≥ 2⟩.

Eliminating the probabilities gives −J = m − E + K, or

ν = 1 − (E − K)/m.

For this rule K is in fact zero at all times, from a flat or staircase start. A column that grows by a hop ends no higher than the neighbour the particle came from, so it does not become a peak. A column that grows by direct landing becomes a peak only if both neighbours were level with it, which gives s_l = 1 and s_r = −1. A peak cannot grow further, and it disappears when a neighbour grows. Hence ν = 1 − E/m, and steps of two cells or more account for the whole departure from ν = 1. On a ring of 64 columns with m = 0.0625, counting hops gives J = −0.04977 and ν = 0.04977/0.0625 = 0.796 cells² per layer, with a standard error of about 0.004. Doubling the tilt gives 0.791, so the response is close to linear. At the larger tilt, 4.7% of the steps are two cells or more.

The linear law has a limit. No particle moves more than one column, so |J| ≤ 1, and J = −νm must fail at the latest when m exceeds 1/ν ≈ 1.26. The response weakens well before that bound: on a ring of 64 columns, simulation gives −J/m of about 0.72 at m = 0.5 and 0.58 at m = 1. The value of ν used here belongs to small tilts.

**The noise that survives**

In a block of ℓ columns, much smaller than the ring, the number of arrivals during time t has mean ℓt and, as a Poisson count, variance ℓt. Write the arrival noise as η with

⟨η(x,t) η(x′,t′)⟩ = 2D δ(x − x′) δ(t − t′).

Integrated over the block and the time, its variance is 2Dℓt. Hence D = 1/2 cell³ per layer. The random part of the hopping enters as the gradient of a current, so its strength carries a factor k² at wavenumber k and is negligible beside the arrival noise at long wavelengths.

Measuring h from its mean now gives the Edwards-Wilkinson equation

∂h/∂t = ν ∂²h/∂x² + η.

This step is a coarse-graining argument and not a proof. It is self-consistent: the solution below has w² proportional to length, so the squared slope over a length ℓ falls as w²/ℓ² ∝ ℓ/ℓ² = 1/ℓ. A cubic term in J is then smaller than the linear one by a factor of order 1/ℓ.

**From the equation to the quarter power**

Define h_k = L^(−1/2) ∫ h exp(−ikx) dx with k = 2πn/L. The equation separates into

dh_k/dt = −νk² h_k + η_k,  ⟨η_k(t) η_k*(t′)⟩ = 2D δ(t − t′).

Starting flat, h_k(t) = ∫₀ᵗ exp[−νk²(t − s)] η_k(s) ds. Squaring and using the delta function leaves one time integral:

⟨|h_k|²⟩ = 2D ∫₀ᵗ exp[−2νk²(t − s)] ds = (D/νk²)[1 − exp(−2νk²t)].

By Parseval's relation, w² = (1/L) Σ ⟨|h_k|²⟩ over k ≠ 0. For a very wide ring the sum becomes L∫dk/2π, and the integral needed is

I(b) = ∫ [1 − exp(−bk²)]/k² dk,  b = 2νt,

over all real k. Its derivative is dI/db = ∫ exp(−bk²) dk = √(π/b), and I(0) = 0, so I = 2√(πb). Therefore

w² = (D/2πν) · 2√(2πνt) = D √(2t/(πν)).

The width grows as t^(1/4). Relaxation smooths the surface over a length of order √(νt), and that length keeps growing.

**The finite ring spoils the naive fit**

A finite ring differs from the integral in two ways: k is discrete, and k = 0 is missing. Include k = 0 for a moment and differentiate the full sum with respect to t:

(2D/L) Σ exp(−2νk²t) = 2D Σ_m (8πνt)^(−1/2) exp[−m²L²/(8νt)].

The right side is the same heat kernel on a ring, written as a sum over windings m (here an integer). The term m = 0 is the derivative of the infinite-system result. The others are exponentially small while t ≪ L²/(8ν). Discreteness therefore costs almost nothing early on. The missing mode does cost something: as k → 0, ⟨|h_k|²⟩ → 2Dt, and its share of w² is 2Dt/L. Before saturation,

w² = D √(2t/(πν)) − 2Dt/L.

Integrating the covariance equation of a linear lattice surface with L = 64, t = 30 and the measured ν gives 1.977 cells²; this formula gives 1.980.

The subtraction bends a log-log plot. Let A = D√(2/(πν)) = 0.447, and let r = √t/(AL) be the ratio of the missing term to the main one when 2D = 1. The local exponent of w is

½ d(ln w²)/d(ln t) = ½ (½A√t − t/L)/(A√t − t/L) = ¼ (1 − 2r)/(1 − r).

For L = 512 and t = 256, r = 16/(0.447 × 512) = 0.070, and the local exponent is already down to 0.231. Since D is known from counting arrivals, the cure is to add t/L back to the measured w² before fitting.

A second disturbance is an additive constant c from short-wavelength roughness. If w² = At^(2β) + c, differences remove c, and for times spaced by factors of four

[w²(256) − w²(64)] / [w²(64) − w²(16)] = 4^(2β).

With the missing mode restored, the measured values at t = 16, 64 and 256 are 1.764, 3.595 and 7.204 cells². The ratio is 3.610/1.831 = 1.971, so β = ½ ln 1.971/ln 4 = 0.245. A log-log fit over t = 16 to 256 gives 0.253 with the mode restored and 0.244 without. The two corrected estimates lie on either side of 1/4.

**Saturation needs a different ring**

At late times the exponential in each mode dies out, and

w² = (2/L) Σ_(n≥1) D L²/(4π²νn²) = (DL/2π²ν)(π²/6) = DL/(12ν).

Setting this equal to D√(2t/(πν)) and squaring gives 2t/(πν) = L²/(144ν²), so the two laws cross at

t_x = πL²/(288ν).

Reaching t_x takes L t_x particles per ring, a cost that rises as L³. A wide ring is therefore suited to the growth law and small rings to the plateau. For L = 64, t_x is 56 layers. The simulated w² at t = 4, 16, 64 and 256 is 0.804, 1.533, 2.539 and 3.286 cells², and the average over layers 301 to 600 is 3.353. The crossing time marks where the asymptotes meet; saturation is completed later.

The plateau for L = 16 is 0.832 cells², so the slope in L is (3.353 − 0.832)/48 = 0.0525 cells. The line through these two points predicts 1.672 for L = 32, where the simulation gives 1.674. The slope equals D/(12ν), which gives ν = 0.5/(12 × 0.05252) = 0.793. The hop current on a tilted surface gave 0.796. These are separate measurements of one coefficient.

The growth amplitude supplies a third comparison. A straight-line fit of the restored w² against √t has slope 0.453, while the tilt measurement predicts 0.447. The difference is 1.2% of the prediction, similar to the 1.0% relative standard error of w² at t = 256. The fitted constant is −0.03 cells², too small to matter at late times.

The two widths can also be checked against the value of D. With growth slope A and saturation slope B, ν cancels:

A²/B = [2D²/(πν)] · [12ν/D] = 24D/π,

so D = πA²/(24B) = 0.51, against 0.5 from arrival counting. This is a consistency check and not an independent measurement, because the restored widths behind A already contain the small term 2Dt/L with D = 1/2.

The size correction can be examined directly. At t = 32, w² is larger by 0.50 cells² for L = 512 than for L = 64, where the missing mode predicts 32(1/64 − 1/512) = 0.44. The standard error is 0.015 for the wide ring. For the small ring, scaling by the inverse root of the total number of columns would give 0.03, but this overstates the error: the absent uniform mode would have carried much of the scatter. For independent Gaussian modes the variance of w² in one ring is (2/L²) Σ ⟨|h_k|²⟩² over k ≠ 0, which gives a standard error of about 0.025 for 1500 rings. The excess of 0.06 is then slightly over two standard errors of the difference, so this single comparison supports the size of the correction only roughly.

**A film cross-section in nanometres**

Take cells of 0.25 nm and a deposition rate of 0.1 nm/s at 300 K, round values chosen for illustration. One layer takes 0.25/0.1 = 2.5 s. A section of 512 columns is 128 nm wide, and 256 layers make 64 nm of film in 640 s. The simulated w² is 6.70 ± 0.07 cells², so w = 0.25 × √6.70 = 0.65 nm, compared with 4 nm when columns ignore each other.

The crossover for this section lies at about 3600 layers, or 900 nm of film. The 64 nm film is at 7% of that thickness and still in the growth regime. Extrapolating the line found for L ≤ 64 gives a saturated width of about 1.3 nm.

One assumption with a large effect on the predicted width is the single lateral dimension. On a planar surface the mode integral acquires a factor k from the area element, and w² grows as (D/4πν) ln t plus a constant. A linear surface on a square lattice with the same ν and D has w = 0.15 nm at 16 layers and 0.18 nm at 256, a factor of 3.7 below the one-dimensional result at the same thickness. The constant depends on the short-wavelength cutoff: continuum modes cut at |k_x|, |k_y| < π per cell give 0.14 nm, 0.17 nm and a factor of 3.8. Keeping ν unchanged is itself an assumption, since a planar rule has more neighbours. The 0.65 nm is thus a property of the model cross-section, not a forecast of film roughness.

Temperature enters through hops that the rule omits. With a rough attempt rate of 10¹³ per second, an adatom makes about 40, 0.9 or 0.02 hops per layer time for barriers of 0.7, 0.8 or 0.9 eV. One relaxation move per particle is thus a modelling choice that a shift of 0.1 eV can overturn. If additional motion merely raised ν, the main term of w² would fall as ν^(−1/2), while the missing-mode term t/L = 0.50 cells² would stay the same. A fourfold ν would then give w² = 7.20/2 − 0.50 = 3.10 cells², lowering 0.65 nm to about 0.44 nm.

The model also assumes that every column sees the source. The steepest neighbour step found at 256 layers is 6 cells. A column d cells away is then at most 6d higher, and its near edge is at least d/2 from the centre of the column considered. Rays within arctan(1/12) = 4.8° of the normal therefore reach every column centre of these surfaces. A wider flux may be shadowed, and then the arrival rate depends on height, which the derivation excludes. The complete width table is in the numerical output.

Numbers as computed

```
4 columns, 3 layers: w2 simulated 0.1282 +- 0.0011, enumerated 0.1276 cells^2
no relaxation, L=64, t=64: w2 62.78, binomial 63.00 cells^2; exponent 0.498
tilt 0.0625: current -0.04977, from local steps -0.04968, nu 0.7963 cells^2/layer
tilt 0.1250: current -0.09885, from local steps -0.09877, nu 0.7908 cells^2/layer
share of neighbour steps of 2 cells or more (tilt 0.125): 0.0468
linear theory, L=64, t=30: w2 covariance 1.9767, closed form 1.9799 cells^2
linear theory, L=64, saturated: covariance 3.3479, closed form 3.3487 cells^2
saturated w2, L=16: 0.8316 cells^2 (mean of layers 76 to 150)
saturated w2, L=32: 1.6738 cells^2 (mean of layers 151 to 300)
saturated w2, L=64: 3.3526 cells^2 (mean of layers 301 to 600)
L=64 plateau: layers 301-450 3.341, layers 451-600 3.364 cells^2
L=64 w2 (cells^2) at t=4,16,64,256: 0.804, 1.533, 2.539, 3.286
saturation slope 0.05252 cells, offset -0.0088 cells^2, nu from slope 0.7933
L=512 t=  1: w2 0.4212 +- 0.0010, restored 0.4231 cells^2; w 0.162 nm
L=512 t=  2: w2 0.6037 +- 0.0018, restored 0.6076 cells^2; w 0.194 nm
L=512 t=  4: w2 0.8625 +- 0.0031, restored 0.8703 cells^2; w 0.232 nm
L=512 t=  8: w2 1.2254 +- 0.0052, restored 1.2410 cells^2; w 0.277 nm
L=512 t= 16: w2 1.7324 +- 0.0086, restored 1.7636 cells^2; w 0.329 nm
L=512 t= 32: w2 2.4846 +- 0.0147, restored 2.5471 cells^2; w 0.394 nm
L=512 t= 64: w2 3.4695 +- 0.0245, restored 3.5945 cells^2; w 0.466 nm
L=512 t=128: w2 4.8530 +- 0.0398, restored 5.1030 cells^2; w 0.551 nm
L=512 t=256: w2 6.7041 +- 0.0702, restored 7.2041 cells^2; w 0.647 nm
exponent of w, t=16-256: raw 0.2435, mode restored 0.2532, from increments 0.2448
w2 against sqrt(t): slope 0.4526, predicted from tilt 0.4471, offset -0.0283 cells^2
D from the two widths alone: 0.5106 cells^3/layer (arrival counting: 0.5)
size test, t=32: w2(L=512)-w2(L=64) = 0.500, predicted 0.438 cells^2
cell 0.25 nm, rate 0.1 nm/s, layer time 2.50 s, temperature 300 K
section 128 nm wide, film 64 nm thick, deposition time 640 s
crossover: 3591 layers = 898 nm of film; extrapolated saturated w 1.296 nm
two-dimensional linear surface, same nu and D: w 0.151 nm at t=16, 0.177 nm at t=256
thermal hops per layer time, barrier 0.7 eV, attempt rate 1e+13 /s: 43.5
thermal hops per layer time, barrier 0.8 eV, attempt rate 1e+13 /s: 0.909
thermal hops per layer time, barrier 0.9 eV, attempt rate 1e+13 /s: 0.019
steepest neighbour step at t=256: 6 cells; column centres unshadowed up to 4.8 degrees from normal
```
